# Does the polarizability of a quantum particle follow its volume?

**Q:** I take polarizability to be a measure of volume. In Gaussian-type units it has the dimension of a volume, and for hydrogen it is $\tfrac92$ times the Bohr radius cubed. So if I double the width of a box holding one electron, the polarizability should grow by $2^3=8$.

**A:** Let us compute it from the definition. I use atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$, and keep the particle's mass $m$ visible. Lengths are in bohr ($a_0$), energies in hartree ($E_h$), and polarizabilities in $e^2a_0^2/E_h$. The particle is nonrelativistic, without spin effects, in a nondegenerate bound ground state $\psi_0$ of $H=p^2/2m+V$. A weak static field adds $-Fx$. The polarizability $\alpha$ is defined by

$$E(F)=E_0-F\langle x\rangle-\tfrac12\alpha F^2+\dots$$

If $V$ levels off at large distance, as the Coulomb and delta potentials below do, the field eventually lets the particle escape, so this is then an asymptotic expansion for weak fields. Reversing the sign of the charge changes $F$ to $-F$ and leaves $\alpha$ alone.

Second-order perturbation theory gives the energy $-F^2\sum_{n\ge1}|x_{n0}|^2/(E_n-E_0)$, with $x_{n0}=\langle n|x|0\rangle$ and the sum running over continuum states too. Comparing with $-\tfrac12\alpha F^2$,

$$\alpha=2\sum_{n\ge1}\frac{|x_{n0}|^2}{E_n-E_0}.$$

Now stretch the system without changing its shape. One shape means a family

$$V(x)=\frac{1}{mL^2}\,v(x/L)$$

with a fixed function $v$. Put $x=Lu$. Since $d^2/dx^2=L^{-2}d^2/du^2$,

$$H=\frac{1}{mL^2}\left[-\frac12\frac{d^2}{du^2}+v(u)\right].$$

The bracket contains neither $m$ nor $L$. If its eigenvalues are $\epsilon_n$, then $E_n=\epsilon_n/(mL^2)$ and $x_{n0}=Lu_{n0}$. Therefore

$$\alpha=2\sum_{n\ge1}\frac{L^2|u_{n0}|^2}{(\epsilon_n-\epsilon_0)/(mL^2)}=C\,mL^4,\qquad C=2\sum_{n\ge1}\frac{|u_{n0}|^2}{\epsilon_n-\epsilon_0}.$$

Your box gains a factor 16. Two powers of $L$ come from the squared dipole, and two more from the excitation energies, which fall as $1/(mL^2)$. A wider system has a longer lever arm and is also softer. The same substitution in all three coordinates gives the same law in three dimensions. The law needs the depth of the potential to scale as $1/(mL^2)$, which hard walls do automatically. A well of fixed finite depth, as in a real semiconductor quantum well, changes shape when it is widened. For a square well of depth $0.25$ eV and $m=0.067$ throughout, doubling the width multiplies $\alpha$ by about $8.6$ from 10 to 20 nm and by $3.7$ from 5 to 10 nm; from 1 to 2 nm $\alpha$ falls by a factor of about 8.

**Q:** But the dimension of $\alpha/(4\pi\varepsilon_0)$ is a volume. How can a fourth power be allowed?

**A:** Restore the constants: $\alpha=C\,me^2L^4/\hbar^2$. Then

$$\frac{\alpha}{4\pi\varepsilon_0}=C\,\frac{L^4}{a_m},\qquad a_m=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.$$

This is a volume. Quantum mechanics supplies a second length, $a_m$, so knowing that the result is a volume cannot decide between $L^3$ and $L^4/a_m$. What decides is that the box Hamiltonian contains no $\varepsilon_0$: from $e$, $\hbar$, $m$ and $L$ alone, the only combination with the SI dimension of $\alpha$ is $me^2L^4/\hbar^2$.

**Q:** I would like to see a real coefficient. Do the box.

**A:** It helps to avoid the infinite sum. Define $\psi_1=\sum_{n\ge1}|n\rangle x_{n0}/(E_n-E_0)$. When $\langle x\rangle=0$, as in the symmetric systems below, this satisfies

$$(H-E_0)\psi_1=x\psi_0,\qquad \alpha=2\langle\psi_0|x|\psi_1\rangle.$$

Take hard walls at $x=\pm L/2$ and let $k=\pi/L$. Then $\psi_0=\sqrt{2/L}\cos kx$ and $E_0=k^2/2m$. Multiplying the response equation by $-2m$ gives

$$\psi_1''+k^2\psi_1=-2mx\sqrt{2/L}\,\cos kx.$$

Try the odd function

$$\psi_1=m\sqrt{2/L}\,\left[Ax^2\sin kx+Bx\cos kx+D\sin kx\right].$$

The operator $d^2/dx^2+k^2$ turns $x^2\sin kx$ into $2\sin kx+4kx\cos kx$, turns $x\cos kx$ into $-2k\sin kx$, and annihilates $\sin kx$. Matching $x\cos kx$ gives $4kA=-2$. Matching $\sin kx$ gives $2A-2kB=0$. At the wall $\cos kx=0$ and $\sin kx=1$, so $AL^2/4+D=0$. Hence

$$A=-\frac1{2k},\qquad B=-\frac1{2k^2},\qquad D=\frac{L^2}{8k}.$$

With $\sin kx\cos kx=\tfrac12\sin2kx$,

$$\alpha=\frac{4m}{L}\left[\frac A2J_3+BI+\frac D2J_1\right],$$

where $J_n=\int x^n\sin2kx\,dx$ and $I=\int x^2\cos^2kx\,dx$ across the box. Integration by parts, using $\cos2kx=-1$ and $\sin2kx=0$ at the walls, gives

$$J_1=\frac{L}{2k},\qquad \int x^2\cos2kx\,dx=-\frac{J_1}{k}=-\frac{L}{2k^2},$$

$$J_3=\frac{L^3}{8k}+\frac{3}{2k}\left(-\frac{L}{2k^2}\right)=\frac{L^3}{8k}-\frac{3L}{4k^3},$$

$$I=\frac12\left(\frac{L^3}{12}-\frac{L}{2k^2}\right)=\frac{L^3}{24}-\frac{L}{4k^2}.$$

The three terms in the bracket are

$$-\frac{L^3}{32k^2}+\frac{3L}{16k^4},\qquad-\frac{L^3}{48k^2}+\frac{L}{8k^4},\qquad\frac{L^3}{32k^2}.$$

Their sum is $-L^3/(48k^2)+5L/(16k^4)$. Multiplying by $4m/L$ and inserting $k=\pi/L$,

$$\alpha=m\left(\frac{5}{4k^4}-\frac{L^2}{12k^2}\right)=\frac{15-\pi^2}{12\pi^4}\,mL^4\approx0.004389\,mL^4.$$

For an electron with $L=10\,a_0$ this is $0.00438905\times10^4=43.89$, or $6.504$ Å$^3$ as a polarizability volume. For $L=20\,a_0$ it is $16\times43.89=702.2$, or $104.1$ Å$^3$. Halving the mass in the wider box gives $351.1$, or $52.03$ Å$^3$. The numerical check confirms all three from ground-state energies in a small field, and it also tests the scaling law on an asymmetric anharmonic well.

**Q:** Perhaps volume still matters in another way. Suppose I make the box longer in $y$, across the field.

**A:** In a rectangular box $H=H_x+H_y$, and the ground state is a product. The field acts on the $x$ factor and leaves the $y$ factor in its ground state, so $\alpha$ along $x$ does not change. A two-dimensional grid calculation gives $43.94$ for both a $10\times10$ and a $10\times20\,a_0$ rectangle, about 0.1% above the formula. The area has doubled with no effect on this component.

**Q:** Then hydrogen must be an exception, since $\tfrac92a_0^3$ is plainly a cube.

**A:** Let the nuclear charge be $Z$ and the nucleus fixed. The ground state is $\psi_0=e^{-r/a}/\sqrt{\pi a^3}$ with $a=1/(mZ)$. Write $\psi_1=f\psi_0$. Because $\nabla\psi_0=-(\mathbf r/ar)\psi_0$ and $(H-E_0)\psi_0=0$, the response equation becomes

$$\nabla^2f-\frac2a\frac{\partial f}{\partial r}=-2mx.$$

Try $f=x(c_0+c_1r)$. We have $\nabla^2x=0$ and $\nabla^2(xr)=x\nabla^2r+2\,\partial r/\partial x=4x/r$. The radial derivatives are $\partial_rx=x/r$ and $\partial_r(xr)=2x$. Dividing by $x$,

$$\frac{4c_1}{r}-\frac{2c_0}{ar}-\frac{4c_1}{a}=-2m.$$

The constant terms give $c_1=ma/2$, and the $1/r$ terms give $c_0=2ac_1=ma^2$. The radial averages are

$$\langle r^n\rangle=\frac4{a^3}\int_0^\infty r^{n+2}e^{-2r/a}dr=\frac{(n+2)!}{2}\left(\frac a2\right)^n,$$

so $\langle r^2\rangle=3a^2$ and $\langle r^3\rangle=\tfrac{15}2a^3$. Spherical symmetry gives $\langle x^2\rangle=a^2$ and $\langle x^2r\rangle=\tfrac52a^3$. Thus

$$\alpha=2\left[ma^2\cdot a^2+\frac{ma}{2}\cdot\frac52a^3\right]=\frac92\,ma^4.$$

This is the fourth-power law. It looks like a cube because the Coulomb potential ties size to mass: $ma=1/Z$, so $\alpha=\tfrac92a^3/Z$.

Two ways of halving $a$ separate the readings. Going from $Z=1$ to $Z=2$ at $m=1$ lowers $\alpha$ from $4.5$ to $0.28125$, a factor 16, whereas the volume falls by 8. Going instead to $m=2$ at $Z=1$ gives $0.5625$, a factor 8. In the second case $a^4$ fell by 16 while the explicit mass factor doubled. The cube belongs to the family in which the Coulomb strength is held fixed and the mass is varied.

**Q:** The mass factor bothers me. Why should a heavier particle be easier to polarize?

**A:** The statement compares particles with the same wavefunction. At fixed size, a heavier particle has less kinetic energy and smaller excitation energies, so it yields more. If the potential is fixed instead, the size can change as well, although between hard walls it does not.

The oscillator $V=\tfrac12Kx^2$ shows this. Completing the square,

$$\tfrac12Kx^2-Fx=\tfrac12K\left(x-\frac FK\right)^2-\frac{F^2}{2K},$$

so $\alpha=1/K$, with no mass in it. Let $\sigma^2=\langle x^2\rangle-\langle x\rangle^2$ be the ground-state variance. With $\omega=\sqrt{K/m}$, half of the ground-state energy $\omega/2$ is potential energy: $\tfrac12K\sigma^2=\omega/4$. Hence

$$\sigma^4=\frac{\omega^2}{4K^2}=\frac1{4mK},\qquad \alpha=\frac1K=4m\sigma^4.$$

For $K=1$, raising $m$ from 1 to 4 shrinks $\sigma$ from $0.707$ to $0.500\,a_0$. The gain in $m$ and the loss in $\sigma^4$ cancel.

**Q:** And a well with almost no width? A delta well has no volume to speak of.

**A:** The relevant size is that of the wavefunction. For $V=-g\,\delta(x)$ we have $\psi_0=\sqrt\kappa\,e^{-\kappa|x|}$. Integrating the Schrödinger equation across the origin gives $-\frac1{2m}(-2\kappa)\psi_0(0)=g\psi_0(0)$, so $\kappa=mg$.

Set $\psi_1=f\psi_0$. For $x>0$ the response equation is $f''-2\kappa f'=-2mx$. With $f=bx^2+cx$ it reads $2b-4\kappa bx-2\kappa c=-2mx$, so $b=m/(2\kappa)$ and $c=b/\kappa=m/(2\kappa^2)$. Extend $\psi_1$ as an odd function. It vanishes at the origin, where the delta potential then requires no jump in slope, and an odd extension has none. Both half-lines contribute equally:

$$\alpha=4\kappa\int_0^\infty e^{-2\kappa x}(bx^3+cx^2)\,dx=4\kappa\left[\frac{6b}{(2\kappa)^4}+\frac{2c}{(2\kappa)^3}\right].$$

The bracket is $3m/(16\kappa^5)+m/(8\kappa^5)=5m/(16\kappa^5)$, hence

$$\alpha=\frac{5m}{4\kappa^4}.$$

The length $1/\kappa$ again enters to the fourth power.

**Q:** The coefficients $0.0044$, $\tfrac92$ and $\tfrac54$ look unrelated. Is that just because each system has its own idea of length?

**A:** Largely, for these systems. Use $\sigma$ for all of them. Two sum rules then give a bound. Completeness gives

$$\sum_{n\ge1}|x_{n0}|^2=\langle x^2\rangle-\langle x\rangle^2=\sigma^2.$$

For the second, $[H,x]=-ip/m$, so $[x,[H,x]]=1/m$. The ground-state expectation value of this double commutator is $2\langle xHx\rangle-2E_0\langle x^2\rangle$. Inserting a complete set of states,

$$\sum_{n\ge1}(E_n-E_0)|x_{n0}|^2=\frac1{2m}.$$

Apply the Cauchy–Schwarz inequality to the sequences $\sqrt{E_n-E_0}\,|x_{n0}|$ and $|x_{n0}|/\sqrt{E_n-E_0}$:

$$\sigma^4\le\frac1{2m}\cdot\frac\alpha2\quad\Longrightarrow\quad\alpha\ge4m\sigma^4.$$

The oscillator attains this bound. The variances of the others follow from integrals already done: $\sigma^2=2I/L=L^2\left(\tfrac1{12}-\tfrac1{2\pi^2}\right)$ for the box, $\sigma^2=a^2$ for hydrogen, and $\sigma^2=2\kappa\cdot2/(2\kappa)^3=1/(2\kappa^2)$ for the delta well. At $\sigma=1\,a_0$ and $m=1$ the polarizabilities are:

- oscillator: $4.00$
- box: $4.11$
- hydrogenlike atom: $4.50$
- delta well: $5.00$

**Q:** So I can replace "proportional to volume" by "roughly $4m\sigma^4$"?

**A:** Not for every shape. That number is a lower bound. If $\Delta_1$ is the smallest excitation energy with a nonzero dipole, replacing every gap by $\Delta_1$ gives

$$\alpha\le\frac{2\sigma^2}{\Delta_1},$$

and $\Delta_1$ can be very small even in a compact system. Put a barrier $(g/mL)\,\delta(x)$ in the middle of the box. Odd states vanish there and do not feel it; the lowest has wavenumber $2\pi/L$. The even ground state is proportional to $\sin q(L/2-|x|)$. Its slope jumps by $-2q\cos(qL/2)$ at the barrier, and this must equal $(2g/L)\sin(qL/2)$:

$$qL\cot(qL/2)=-g.$$

For large $g$ write $qL=2\pi-\eta$. Then $\cot(qL/2)\approx-2/\eta$, so $\eta\approx4\pi/g$, and

$$\Delta_1=\frac{(2\pi)^2-(2\pi-\eta)^2}{2mL^2}\approx\frac{2\pi\eta}{mL^2}\approx\frac{8\pi^2}{g\,mL^2}.$$

The two states differ mainly in their relative sign on the two sides, so their dipole matrix element approaches $\langle|x|\rangle=L/4$. This pair dominates the sum:

$$\alpha\approx2\cdot\frac{L^2}{16}\cdot\frac{g\,mL^2}{8\pi^2}=\frac{g}{64\pi^2}\,mL^4.$$

With $L=1\,a_0$ and $m=1$, raising $g$ from 0 to 1000 changes $\sigma$ from $0.181$ to $0.265\,a_0$, which would account for a factor of about 4.6 through $\sigma^4$. The polarizability rises from $0.00439$ to $1.585$, a factor of about 361. For each fixed $g$ the law $\alpha\propto mL^4$ still holds; changing $g$ changes the shape, and with it $C$.

**Q:** Does the size also affect how weak the field must be?

**A:** Yes. In the scaled coordinate,

$$H-Fx=\frac1{mL^2}\left[h-mL^3F\,u\right],$$

where $h$ is the bracket found earlier. The strength that matters is $mL^3F$. Doubling $L$ therefore lowers the usable field by a factor 8. For the high barrier the condition is stricter still: $FL/4$ must be small compared with $\Delta_1$.

**Q:** Is there any system for which my volume rule is right?

**A:** One example is a classical conducting sphere of radius $R$. In a uniform field $F$ along the polar axis, the potential outside is

$$\phi=-F\left(r-\frac{R^3}{r^2}\right)\cos\theta.$$

Both terms solve Laplace's equation, the sum vanishes at $r=R$, and far away it tends to that of the applied field. The second term is the potential $p\cos\theta/r^2$ of a dipole $p=FR^3$, so $\alpha=R^3$, or $4\pi\varepsilon_0R^3$ in SI units.

Here many mobile charges rearrange until their own field cancels the applied one inside. That condition contains neither $\hbar$ nor $m$, so $R$ is the one length available and the cube is forced. A single bound particle does not act on itself, so its induced field does not shield it, although that field can shield the binding centre: in the hydrogenlike atom it equals $-F/Z$ at the nucleus. What resists the field is the energy cost of shifting or reshaping its wavefunction. For a fixed shape of potential, that cost scales as $1/(mL^2)$, which brings in the mass and the extra power of length. A single particle can still show a cube in a family whose shape is not fixed. Inside a uniformly charged sphere of radius $R$ and unit charge, an electron feels an oscillator with $K=1/R^3$, so $\alpha\to1/K=R^3$ once its wavefunction lies well inside; at $R=50\,a_0$ the ratio $\alpha/R^3$ is $1.003$. Systems of many interacting electrons are not covered by the one-particle law derived here.

## Numbers as computed

```
Units: length a0, mass m_e, energy Eh, alpha e^2 a0^2/Eh
1 alpha unit as polarizability volume = 0.148185 angstrom^3
box coefficient C = 0.00438905 (dimensionless)
box L=10 a0, m=1 m_e: finite-field alpha=43.8910, formula=43.8905 e^2 a0^2/Eh
  same formula result = 6.5039 angstrom^3
box L=20 a0, m=1 m_e: finite-field alpha=702.2489, formula=702.2473 e^2 a0^2/Eh
  same formula result = 104.0623 angstrom^3
box L=20 a0, m=0.5 m_e: finite-field alpha=351.1245, formula=351.1237 e^2 a0^2/Eh
  same formula result = 52.0312 angstrom^3
box alpha ratio, L doubled = 15.9998 (dimensionless)
cube volume ratio, L doubled = 8.0 (dimensionless)
rectangle 10 x 10 a0: grid alpha=43.9399 e^2 a0^2/Eh
rectangle 10 x 20 a0: grid alpha=43.9399 e^2 a0^2/Eh
anharmonic L=1 a0, m=1 m_e: alpha=0.40190 e^2 a0^2/Eh
anharmonic L=2 a0, m=1 m_e: alpha=6.43034 e^2 a0^2/Eh
anharmonic L=1 a0, m=3 m_e: alpha=1.20571 e^2 a0^2/Eh
anharmonic L=2 a0, m=3 m_e: alpha=19.29103 e^2 a0^2/Eh
delta m=1 m_e, strength=1 Eh a0: alpha=1.25009, formula=1.25000 e^2 a0^2/Eh
delta m=1 m_e, strength=2 Eh a0: alpha=0.07814, formula=0.07812 e^2 a0^2/Eh
delta m=2 m_e, strength=1 Eh a0: alpha=0.15628, formula=0.15625 e^2 a0^2/Eh
hydrogenlike Z=1, m=1 m_e: alpha=4.50009, formula=4.50000 e^2 a0^2/Eh
hydrogenlike Z=2, m=1 m_e: alpha=0.28127, formula=0.28125 e^2 a0^2/Eh
hydrogenlike Z=1, m=2 m_e: alpha=0.56254, formula=0.56250 e^2 a0^2/Eh
hydrogen Z=1, m=1: formula volume=0.66683 angstrom^3
oscillator k=1 Eh/a0^2, m=1 m_e: alpha=1.00000 e^2 a0^2/Eh, sigma=0.70709 a0
oscillator k=1 Eh/a0^2, m=4 m_e: alpha=1.00000 e^2 a0^2/Eh, sigma=0.49997 a0
box width for sigma=1 a0: 5.53232 a0
oscillator, sigma=1 a0, m=1 m_e: alpha=4.00000 e^2 a0^2/Eh; alpha/lower bound=1.00000
box, sigma=1 a0, m=1 m_e: alpha=4.11149 e^2 a0^2/Eh; alpha/lower bound=1.02787
hydrogenlike, sigma=1 a0, m=1 m_e: alpha=4.50000 e^2 a0^2/Eh; alpha/lower bound=1.12500
delta, sigma=1 a0, m=1 m_e: alpha=5.00000 e^2 a0^2/Eh; alpha/lower bound=1.25000
barrier g=0, L=1 a0, m=1 m_e: alpha=0.004389 e^2 a0^2/Eh, sigma=0.18076 a0
  gap=14.80431 Eh; alpha/lower bound=1.0279 (dimensionless)
barrier g=10, L=1 a0, m=1 m_e: alpha=0.018210 e^2 a0^2/Eh, sigma=0.23310 a0
  gap=5.65528 Eh; alpha/lower bound=1.5421 (dimensionless)
barrier g=100, L=1 a0, m=1 m_e: alpha=0.160203 e^2 a0^2/Eh, sigma=0.26178 a0
  gap=0.76554 Eh; alpha/lower bound=8.5282 (dimensionless)
barrier g=1000, L=1 a0, m=1 m_e: alpha=1.585036 e^2 a0^2/Eh, sigma=0.26543 a0
  gap=0.07872 Eh; alpha/lower bound=79.8368 (dimensionless)
barrier g=2000, L=1 a0, m=1 m_e: alpha=3.168211 e^2 a0^2/Eh, sigma=0.26563 a0
  gap=0.03942 Eh; alpha/lower bound=159.0896 (dimensionless)
high-barrier slope d(alpha)/dg: grid=0.0015832, formula=0.0015831 e^2 a0^2/Eh
```
